**Epstein drag on a slow sphere under three reflection laws**

The drag on a slow sphere in a free-molecular gas is $F=-\delta\,(4\pi/3)\,a^2 n m\bar v u$, with grain radius $a$, gas density $n$, atomic mass $m$, mean thermal speed $\bar v$ and grain velocity $u$. The factor $\delta$ is 1 for specular reflection, $1+(\pi/8)\sqrt{T_w/T}$ for diffuse reflection accommodated to a wall at $T_w$ in gas at $T$, and $13/9$ for diffuse reflection with each atom's speed kept. The program asserts the local momentum fluxes and all three factors by quadrature over the full shifted Maxwell distribution. A Monte Carlo run that reflects two million individual atoms agrees with the finite-speed formulas within its asserted tolerance of 1%. The program also asserts the finite-speed factor $1+s^2/5$ at $s=0.3$, where $s^2=mu^2/2T$, and the linearity of the wall recoil at a higher speed. For a 100 nm grain at 1 m/s in a 10 mTorr model gas, the output gives stopping distances of 23.5 mm (specular) and 16.2 mm (diffuse, wall at 400 K). It also sizes neglected effects: the estimated ion drag in a running discharge is 57 times the specular gas drag, while ion friction across the stream is about 2% of gas friction.

## Check in Python

```python
# Result under test: free-molecular (Epstein) drag on a slow sphere,
#   F = -delta * (4 pi/3) * a^2 * n * m * vbar * u,  vbar = sqrt(8 T/(pi m)),
#   delta = 1                          specular reflection
#   delta = 1 + (pi/8) sqrt(Tw/T)      diffuse, accommodated to wall at Tw
#   delta = 13/9                       diffuse, speed of each atom kept
# a: grain radius, n: gas number density, m: atomic mass, T: gas temperature
# (as an energy), u: grain velocity. Dimensionless tests use a = n = m = T = 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

pi = np.pi
vbar_unit = np.sqrt(8 / pi)
gas_K, wall_K = 300.0, 400.0
wall_ratio = wall_K / gas_K


def delta_accommodated(ratio):
    return 1 + pi / 8 * np.sqrt(ratio)


delta_elastic = 13 / 9

# ---- Quadrature over the full shifted Maxwellian at a surface element ----
x, wx = np.polynomial.legendre.leggauss(60)
inward, w_inward = 4.5 * (x + 1), 4.5 * wx
x, wx = np.polynomial.legendre.leggauss(56)
tang, w_tang = 9 * x, 9 * wx
speed = np.sqrt(inward[:, None, None]**2 + tang[None, :, None]**2
                + tang[None, None, :]**2)


def element_moments(mu, u):
    """Arrival-weighted sums of 1, inward velocity, tangential velocity, speed.
    mu is the cosine between the outward normal and the grain velocity."""
    sine = np.sqrt(1 - mu**2)
    g_in = w_inward * np.exp(-(inward - u * mu)**2 / 2) * inward
    g_t = w_tang * np.exp(-(tang + u * sine)**2 / 2)
    g_p = w_tang * np.exp(-tang**2 / 2)
    norm = (2 * pi)**-1.5
    flux = g_in.sum() * g_t.sum() * g_p.sum()
    normal = (g_in * inward).sum() * g_t.sum() * g_p.sum()
    shear = g_in.sum() * (g_t * tang).sum() * g_p.sum()
    speed_sum = g_in @ ((speed @ g_p) @ g_t)
    return norm * np.array([flux, normal, shear, speed_sum])


step = 1e-3
mu0 = 0.6
sin0 = 0.8
slope = (element_moments(mu0, step) - element_moments(mu0, -step)) / (2 * step)
expected = np.array([mu0 / 2, vbar_unit * mu0 / 2, -vbar_unit * sin0 / 4,
                     2 * vbar_unit * mu0 / 3])
assert np.allclose(slope[:3], expected[:3], rtol=1e-5)
assert np.isclose(slope[3], expected[3], rtol=2e-4)  # speed has a cusp at 0
rest = element_moments(mu0, 0.0)
assert np.allclose(rest[:2], [vbar_unit / 4, 0.5], rtol=1e-7)

# Mean outgoing normal velocity of atoms emitted by a wall, from its definition
top = quad(lambda v: v**2 * np.exp(-v**2 / (2 * wall_ratio)), 0, 15)[0]
bottom = quad(lambda v: v * np.exp(-v**2 / (2 * wall_ratio)), 0, 15)[0]
emitted_normal = top / bottom
assert np.isclose(emitted_normal, np.sqrt(pi * wall_ratio / 2), rtol=1e-7)

mu_nodes, mu_weights = np.polynomial.legendre.leggauss(20)


def sphere_drag(u):
    """Drag parts: incident pressure, incident shear, accommodated recoil,
    speed-preserving diffuse recoil."""
    total = np.zeros(4)
    for mu, weight in zip(mu_nodes, mu_weights):
        flux, normal, shear, speed_sum = element_moments(mu, u)
        total += 2 * pi * weight * np.array([
            normal * mu, -shear * np.sqrt(1 - mu**2),
            emitted_normal * flux * mu, 2 / 3 * speed_sum * mu])
    return total


drag_slope = (sphere_drag(step) - sphere_drag(-step)) / (2 * step)
epstein_unit = 4 * pi / 3 * vbar_unit
pressure, shear_part, recoil_wall, recoil_elastic = drag_slope / epstein_unit
delta_spec_num = 2 * pressure
delta_acc_num = pressure + shear_part + recoil_wall
delta_ela_num = pressure + shear_part + recoil_elastic
assert np.isclose(pressure, 0.5, rtol=1e-5)
assert np.isclose(shear_part, 0.5, rtol=1e-5)
assert np.isclose(delta_spec_num, 1, rtol=1e-5)
assert np.isclose(delta_acc_num, delta_accommodated(wall_ratio), rtol=1e-5)
assert np.isclose(delta_ela_num, delta_elastic, rtol=2e-4)

# Finite speed: specular factor 1 + s^2/5; accommodated recoil stays linear
s_test = 0.3
u_test = s_test * np.sqrt(2)
excess = 2 * sphere_drag(u_test)[0] / (epstein_unit * u_test) - 1
assert np.isclose(excess, s_test**2 / 5, rtol=0.02)  # next order is s^4
recoil_fast = sphere_drag(1.4)[2] / (epstein_unit * 1.4)
assert np.isclose(recoil_fast, recoil_wall, rtol=1e-5)

# ---- Monte Carlo: individual atoms strike the sphere and are reflected ----
rng = np.random.default_rng(7)
u_mc = 0.6
chunks, half = 8, 125000
mc = np.zeros(3)


def unit(vectors):
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


def perpendicular(axis):
    r = rng.normal(size=axis.shape)
    return unit(r - (r * axis).sum(1)[:, None] * axis)


for _ in range(chunks):
    thermal = rng.normal(size=(half, 3))
    g = np.vstack([thermal, -thermal])
    g[:, 2] -= u_mc
    g_abs = np.linalg.norm(g, axis=1)
    beam = g / g_abs[:, None]
    hit2 = rng.random(2 * half)          # squared cosine of the hit angle
    normal = (-np.sqrt(hit2)[:, None] * beam
              + np.sqrt(1 - hit2)[:, None] * perpendicular(beam))
    out_spec = g - 2 * (g * normal).sum(1)[:, None] * normal
    out2 = rng.random(2 * half)          # cosine-law emission
    direction = (np.sqrt(out2)[:, None] * normal
                 + np.sqrt(1 - out2)[:, None] * perpendicular(normal))
    wall_speed = np.sqrt(2 * wall_ratio * rng.gamma(2.0, size=2 * half))
    outs = (out_spec[:, 2], wall_speed * direction[:, 2],
            g_abs * direction[:, 2])
    mc += [-(g_abs * (g[:, 2] - out)).mean() / chunks for out in outs]
mc /= 4 / 3 * vbar_unit * u_mc
fast = 1 + u_mc**2 / 10
mc_expected = np.array([fast, fast + delta_accommodated(wall_ratio) - 1,
                        delta_elastic * fast])
# statistical error is about 0.2 percent
assert np.allclose(mc, mc_expected, rtol=0.01)

# ---- Worked example, SI inside, engineering units in print ----
kB, e, eps0 = const.k, const.e, const.epsilon_0
mass = 40 * const.atomic_mass
p_mTorr = 10.0
p = p_mTorr * 1e-3 * const.torr
a, rho, speed0 = 100e-9, 2000.0, 1.0
n = p / (kB * gas_K)
vbar = np.sqrt(8 * kB * gas_K / (pi * mass))
sigma = np.sqrt(kB * gas_K / mass)
M = 4 * pi / 3 * a**3 * rho
deltas = np.array([1.0, delta_accommodated(1.0),
                   delta_accommodated(wall_ratio), delta_elastic])
rates = deltas * 8 * p / (pi * a * rho * vbar)
forces = rates * M * speed0
stops = speed0 / rates
# Same rate from the surface quadrature and the grain mass
rate_num = delta_acc_num * epstein_unit * n * mass * sigma * a**2 / M
assert np.isclose(rate_num, rates[2], rtol=1e-5)
path = solve_ivp(lambda t, y: [y[1], -rate_num * y[1]], (0, 25 / rate_num),
                 [0, speed0], rtol=1e-9, atol=1e-12)
assert np.isclose(path.y[0, -1], stops[2], rtol=1e-5)
wrong_radius = a * rates[0] / rates[2]

# ---- Sizes of neglected effects ----
atom_diameter, kappa, pol_volume = 0.35e-9, 1.0, 0.002e-27
free_path = 1 / (np.sqrt(2) * n * pi * atom_diameter**2)
speed_corr = mass * speed0**2 / (2 * kB * gas_K) / 5
biot = 2 * kB * n * vbar / 4 * a / kappa
potential, Te, ion_density, B = 7.0, 3.0, 1e16, 0.05
charge = 4 * pi * eps0 * a * potential
pol_ratio = (2 * pi * eps0 * pol_volume * (potential / a)**2) / (kB * gas_K)
hall = charge * B / M / rates[0]
field_equal = forces[0] / charge
gravity_ratio = M * const.g / forces[0]
grain_thermal = np.sqrt(3 * kB * gas_K / M)
hot_gas_ratio = np.sqrt(gas_K / 400.0)
# Ion drag for a cold ion beam at the Bohm speed, screened by electrons
ion_speed = np.sqrt(Te * e / mass)
b_collect2 = a**2 * (1 + 2 * potential / Te)
b_90 = a * potential / Te
debye = np.sqrt(eps0 * Te / (ion_density * e))
coulomb_log = 0.5 * np.log((debye**2 + b_90**2) / (b_collect2 + b_90**2))
ion_force = ion_density * Te * e * (pi * b_collect2
                                    + 4 * pi * b_90**2 * coulomb_log)
ion_friction = ion_force / ion_speed / (forces[0] / speed0)
assert free_path / a > 100 and speed_corr < 1e-3 and biot < 1e-3
assert pol_ratio < 1e-2

print("TESTS (dimensionless)")
print(f"quadrature delta, specular: {delta_spec_num:.5f}")
print(f"quadrature delta, diffuse wall 400 K: {delta_acc_num:.5f}")
print(f"quadrature delta, diffuse speed kept: {delta_ela_num:.5f}")
print(f"incident pressure share: {pressure:.5f}")
print(f"incident shear share: {shear_part:.5f}")
print(f"wall recoil share (400 K): {recoil_wall:.5f}")
print(f"Monte Carlo grain speed / sqrt(T/m): {u_mc:.2f}")
for name, got, want in zip(("specular", "diffuse wall", "speed kept"),
                           mc, mc_expected):
    print(f"Monte Carlo {name}: {got:.3f}, formula {want:.3f}")
print(f"specular excess at s={s_test}: {excess:.5f}, s^2/5 {s_test**2/5:.5f}")
print("EXAMPLE INPUTS")
print(f"gas mass: {mass/const.atomic_mass:.0f} u; pressure: {p_mTorr:.0f} mTorr")
print(f"gas temperature: {gas_K:.0f} K; wall: {wall_K:.0f} K")
print(f"grain radius: {a*1e9:.0f} nm; density: {rho/1000:.1f} g/cm3")
print(f"grain speed: {speed0:.1f} m/s")
print("EXAMPLE RESULTS")
print(f"gas density: {n*1e-6:.3e} cm^-3")
print(f"mean gas speed: {vbar:.1f} m/s")
print(f"grain mass: {M*1e3:.3e} g")
labels = ("specular", "diffuse 300 K", "diffuse 400 K", "speed kept")
for i, name in enumerate(labels):
    print(f"{name}: delta {deltas[i]:.4f}, rate {rates[i]:.2f} 1/s")
    print(f"  force {forces[i]/e*1e-9*1e6:.3f} ueV/nm, "
          f"stop {stops[i]*1e3:.2f} mm")
print(f"specular force converted: {forces[0]:.3e} N")
print(f"diffuse 400 K force converted: {forces[2]:.3e} N")
print(f"radius inferred if specular wrongly assumed: {wrong_radius*1e9:.1f} nm")
print("NEGLECTED EFFECTS")
print(f"model atom diameter: {atom_diameter*1e9:.2f} nm")
print(f"mean free path: {free_path*1e3:.2f} mm; over radius {free_path/a:.2e}")
print(f"finite-speed correction: {speed_corr:.1e}")
print(f"Biot number at {kappa:.0f} W/(m K): {biot:.1e}")
print(f"polarizability volume: {pol_volume*1e27:.3f} nm^3")
print(f"polarization energy / kT at surface: {pol_ratio:.1e}")
print(f"gravity / specular drag: {gravity_ratio:.3f}")
print(f"grain thermal speed: {grain_thermal:.4f} m/s")
print(f"specular rate, gas at 400 K / 300 K, same p: {hot_gas_ratio:.3f}")
print(f"grain potential: {-potential:.0f} V; charge: {-charge/e:.0f} e")
print(f"field B: {B*1e3:.0f} mT; gyrofrequency / rate: {hall:.4f}")
print(f"electric field equal to drag: {field_equal/100:.4f} V/cm")
print(f"Te: {Te:.0f} eV; ion density: {ion_density*1e-6:.0e} cm^-3")
print(f"ion speed: {ion_speed:.0f} m/s; Coulomb log: {coulomb_log:.2f}")
print(f"ion drag / specular gas drag: {ion_force/forces[0]:.1f}")
print(f"transverse ion friction / gas friction: {ion_friction:.4f}")
print("no test failed")
```

Output:

```
TESTS (dimensionless)
quadrature delta, specular: 1.00000
quadrature delta, diffuse wall 400 K: 1.45345
quadrature delta, diffuse speed kept: 1.44445
incident pressure share: 0.50000
incident shear share: 0.50000
wall recoil share (400 K): 0.45345
Monte Carlo grain speed / sqrt(T/m): 0.60
Monte Carlo specular: 1.034, formula 1.036
Monte Carlo diffuse wall: 1.488, formula 1.489
Monte Carlo speed kept: 1.496, formula 1.496
specular excess at s=0.3: 0.01789, s^2/5 0.01800
EXAMPLE INPUTS
gas mass: 40 u; pressure: 10 mTorr
gas temperature: 300 K; wall: 400 K
grain radius: 100 nm; density: 2.0 g/cm3
grain speed: 1.0 m/s
EXAMPLE RESULTS
gas density: 3.219e+14 cm^-3
mean gas speed: 398.5 m/s
grain mass: 8.378e-15 g
specular: delta 1.0000, rate 42.60 1/s
  force 2.227 ueV/nm, stop 23.47 mm
diffuse 300 K: delta 1.3927, rate 59.33 1/s
  force 3.102 ueV/nm, stop 16.86 mm
diffuse 400 K: delta 1.4534, rate 61.91 1/s
  force 3.237 ueV/nm, stop 16.15 mm
speed kept: delta 1.4444, rate 61.53 1/s
  force 3.217 ueV/nm, stop 16.25 mm
specular force converted: 3.569e-16 N
diffuse 400 K force converted: 5.187e-16 N
radius inferred if specular wrongly assumed: 68.8 nm
NEGLECTED EFFECTS
model atom diameter: 0.35 nm
mean free path: 5.71 mm; over radius 5.71e+04
finite-speed correction: 1.6e-06
Biot number at 1 W/(m K): 8.9e-08
polarizability volume: 0.002 nm^3
polarization energy / kT at surface: 1.3e-04
gravity / specular drag: 0.230
grain thermal speed: 0.0385 m/s
specular rate, gas at 400 K / 300 K, same p: 0.866
grain potential: -7 V; charge: -486 e
field B: 50 mT; gyrofrequency / rate: 0.0109
electric field equal to drag: 0.0458 V/cm
Te: 3 eV; ion density: 1e+10 cm^-3
ion speed: 2690 m/s; Coulomb log: 5.96
ion drag / specular gas drag: 57.3
transverse ion friction / gas friction: 0.0213
no test failed
```
